# Why hot-relaxed oxide scales survive heating but spall on cooling

## What fixes the form of the answer

An oxide scale and its metal expand by different amounts. If both respond elastically and creep linearly, the thermal stress is proportional to the difference of expansion coefficients $\Delta\alpha$, and a joint modulus $M_*$ converts strain to stress. It can therefore be written as

$$\sigma=M_*\,\Delta\alpha\times(\text{a temperature interval}).$$

Two intervals are available. One is the distance from the cold end of the cycle, $T_c$, up to the temperature $T_f$ where creep freezes out. The other is the width $\theta$ over which the creep rate changes by a factor $e$. In alloys and oxides that creep by thermal activation, the first can be hundreds of kelvin and the second tens.

A difference between the two ramps decides which interval belongs to which half of the cycle. Reversing the temperature ramp reverses the elastic loading, but creep reduces the magnitude of the stress on either ramp. Cooling leaves the creeping range and stores the long interval. Reheating first removes that stored stress, then enters the creeping range, where creep limits the new tension to the elastic stress of only a fraction of $\theta$.

This describes a scale that was formed or relaxed hot, on a metal that stays below its yield stress during cooling. Heating is not harmless in itself: a scale that is stress-free when cold can be pulled into dangerous tension.

## The stress equation

Consider a flat metal sheet with equal scales on both faces, so that it does not bend. Let $h$ be the thickness of one scale and $H$ half the metal thickness. Temperature is uniform, stress is equal in both in-plane directions, and tension is positive. The model applies away from edges. Elastic constants and expansion coefficients are taken as constant, with $\Delta\alpha=\alpha_m-\alpha_o>0$ (metal minus oxide).

For equal biaxial stress, Hooke's law gives the in-plane strain $(\sigma-\nu\sigma)/E=\sigma/M$, with $M=E/(1-\nu)$. Force balance on half the sheet is

$$h\sigma+H\sigma_m=0,\qquad \sigma_m=-\frac hH\sigma .$$

While the layers adhere, their total strains are equal. Measured from a common reference temperature $T_0$,

$$\frac{\sigma}{M_o}+\alpha_o(T-T_0)+e_o=
\frac{\sigma_m}{M_m}+\alpha_m(T-T_0)+e_m ,$$

where $e_o$ and $e_m$ are creep strains. Inserting $\sigma_m$ and collecting the stress terms gives

$$\frac{\sigma}{M_*}=\Delta\alpha(T-T_0)+e_m-e_o,\qquad
\frac1{M_*}=\frac1{M_o}+\frac{h}{HM_m}.$$

For creep, take each layer as an incompressible linear viscous solid of viscosity $\eta$. With in-plane stresses $\sigma,\sigma$ and zero normal stress, the mean stress is $2\sigma/3$ and the in-plane deviatoric stress is $\sigma/3$. This equals $2\eta$ times the strain rate, so

$$\dot e_o=\frac{\sigma}{6\eta_o},\qquad
\dot e_m=\frac{\sigma_m}{6\eta_m}=-\frac hH\frac{\sigma}{6\eta_m}.$$

Differentiating the compatibility equation and inserting these rates yields

$$\boxed{\dot\sigma=M_*\Delta\alpha\,\dot T-k(T)\sigma},\qquad
k=\frac{M_*}{6}\left(\frac1{\eta_o}+\frac{h}{H\eta_m}\right).$$

Both layers relax the scale stress. The metal carries little stress when $h\ll H$, but it can still dominate $k$ if it is much softer in creep.

## Where creep freezes out

Let $r$ be the magnitude of the ramp rate. Define

$$\theta=\left(\frac{d\ln k}{dT}\right)^{-1},\qquad k(T_f)\,\theta(T_f)=r .$$

The second condition says that at $T_f$ the relaxation time $1/k$ equals the time $\theta/r$ needed to cross the width $\theta$. For one activated process, $k\propto e^{-Q/RT}$ gives $\theta=RT^2/Q$. With two layers, $Q$ is the mean activation energy weighted by each layer's share of $k$.

If $\theta\ll T_f$, then near $T_f$ we may write $k=(r/\theta)e^{(T-T_f)/\theta}$. Introduce

$$x=\frac{T-T_f}{\theta},\qquad u=e^x=\frac{k\theta}{r},\qquad
s=\frac{\sigma}{M_*\Delta\alpha\,\theta}.$$

On cooling $dT=-r\,dt$, and on heating $dT=r\,dt$. The stress equation becomes

$$\text{cooling: }\frac{ds}{dx}=1+us,\qquad
\text{heating: }\frac{ds}{dx}=1-us .$$

The changed sign is the asymmetry between the two ramps.

## Cooling stores the long interval

Because $du/dx=u$, multiplying the cooling equation by $e^{-u}$ gives $d(se^{-u})/dx=e^{-u}$. Integrate from $x$ to the hot end, labelled $h$, and use $dx=dv/v$:

$$s(u)=s_h e^{u-u_h}-e^u\int_u^{u_h}\frac{e^{-v}}v\,dv .$$

The first term is the memory of the stress at the hot end. It vanishes when $u_h\gg1$, and because $u_h=e^{x_h}$ this happens quickly: with $T_h$ about $2\theta$ above $T_f$, $u_h=e^2\approx7.4$ and less than 0.1% of the hot stress survives to the cold end. The integral then becomes the exponential integral $E_1(u)$, and $s=-e^uE_1(u)$.

At the cold end $u\ll1$. Integration by parts gives

$$E_1(u)=-e^{-u}\ln u+\int_u^\infty e^{-v}\ln v\,dv
\;\to\;-\ln u-\gamma ,$$

since the last integral tends to $-\gamma$, where $\gamma\approx0.577$ is Euler's constant. Hence $s\to x+\gamma$. Restoring units at $T_c$,

$$\boxed{\sigma_R\simeq-M_*\Delta\alpha\,(T_*-T_c)},\qquad T_*=T_f-\gamma\theta .$$

Below the freezing range the stress follows a straight line of slope $M_*\Delta\alpha$. Extrapolated upward, that line reaches zero at $T_*$. This is a useful way to read stress data taken during cooling: the slope gives the elastic mismatch and the intercept gives the effective stress-free temperature.

## Reheating builds little tension

Multiplying the heating equation by $e^u$ gives $d(se^u)/dx=e^u$. Starting from stress $s_c$ at the cold end,

$$s\,e^u=s_c e^{u_c}+\int_{u_c}^{u}\frac{e^v}{v}\,dv
=s_c e^{u_c}+\mathrm{Ei}(u)-\mathrm{Ei}(u_c).$$

Here $\mathrm{Ei}(u)$ is the principal value of $\int_{-\infty}^u e^v dv/v$. For small $a$, split its range at $-a$. The part below $-a$ is $-E_1(a)$. In the part from $-a$ to $a$, the odd term $1/v$ cancels and leaves a contribution of order $a$. Thus $\mathrm{Ei}(a)\to\gamma+\ln a$.

With $u_c\to0$, the general result is

$$s=e^{-u}[\mathrm{Ei}(u)+D],\qquad D=s_c-(x_c+\gamma).$$

A scale that has just been cooled at the same rate from a relaxed state has $s_c=x_c+\gamma$, so $D=0$. The cold temperature has dropped out. At a stationary point $1-us=0$, so $s=1/u$. The second derivative there is $-us=-1$, so every stationary point is a maximum and there can be only one. Its position satisfies $u\,\mathrm{Ei}(u)=e^u$, with solution $u=1.347$ and $s=0.742$:

$$\boxed{\sigma_{\rm peak}\simeq0.742\,M_*\Delta\alpha\,\theta}.$$

Two other starting conditions matter in practice.

**Heating at another rate.** Define $x$, $u$ and $T_f$ with the heating rate. In the local exponential law, $T_f$ shifts by $\theta\ln(r_{\rm heat}/r_{\rm cool})$, so $D=\ln(r_{\rm heat}/r_{\rm cool})$. Faster heating raises the tension, but through a logarithm. The rule is rough, because $\theta$ itself changes over the shift of $T_f$: for the tenfold faster heating in the example below it gives 113 MPa with $\theta$ taken at the heating rate, against 102 MPa from the layer model.

**A scale that is stress-free when cold.** Now $s_c=0$ and $D=(T_*-T_c)/\theta\gg1$. The peak lies at small $u=1/s$, where $\mathrm{Ei}(u)\simeq\gamma+\ln u$ and $e^{-u}\simeq1-u$. The peak condition becomes $s\simeq(1-1/s)(D+\gamma-\ln s)$. Dividing by the first bracket and dropping terms of order $1/s$ gives

$$s_{\rm peak}\simeq D+\gamma-1-\ln s_{\rm peak}.$$

The tension is now set by the long interval. The safety of ordinary reheating therefore comes from the compression already present.

## What creep does, and what it does not do

Mismatch alone would give $\sigma=M_*\Delta\alpha(T-T_{\rm free})$. If the scale formed without stress at $T_h$, this elastic law already predicts compression on cooling and unloading on reheating. Creep is not needed for that sign.

Creep decides which state counts as stress-free. It lowers the effective stress-free temperature from $T_h$ to $T_*$, which reduces the cold compression. It also removes growth stress and earlier tension. A scale that is stress-free when cold would return to zero after an elastic cycle; if it survives heating and relaxes while hot, it instead ends the cycle in full compression. The price of this resetting is the small tensile overshoot on the next heating.

## When the stored energy can detach the scale

The elastic energy per volume in equal biaxial stress is $\tfrac12(2\sigma)(\sigma/M)=\sigma^2/M$. Adding both layers and using force balance, the energy per unit interface area is

$$W=\frac{h\sigma^2}{M_o}+\frac{H}{M_m}\left(\frac{h\sigma}{H}\right)^2
=\frac{h\sigma^2}{M_*}.$$

Complete detachment of both scales releases all of it. If separation costs $\Gamma$ per unit area, spalling over a large area requires

$$W\ge\Gamma,\qquad |\sigma|\ge\sigma_s=\sqrt{\frac{\Gamma M_*}{h}} .$$

If only one scale detaches and the rest of the sheet is free to bend, the energy released per unit area is slightly larger than $W$, by about 2% for a 5 µm scale on the 1 mm sheet used below. Apart from this small correction, the condition is necessary but not sufficient: an interface flaw, a buckle or a wedge crack must still start the separation. On the straight part of the cooling line, the condition is first met at

$$T_s=T_*-\frac{\sigma_s}{M_*\Delta\alpha}.$$

A scale with $W<\Gamma$ at the cold end moves away from the threshold when heating begins, because its compression falls. This argument assumes constant $\Gamma$ and no slow crack growth during the cold period.

## How large the effects are

The parameters are round model values, not those of a particular alloy. The sheet is 1 mm thick and cycles between 300 and 1300 K at 0.1 K/s. The biaxial moduli are $300/0.75=400$ GPa for the oxide and $150/0.70=214$ GPa for the metal, and $\Delta\alpha=6\times10^{-6}$ K$^{-1}$. The remaining inputs are listed at the top of the program.

For a 5 µm scale, $M_*=392.7$ GPa, $T_f=999.2$ K and $\theta=26.23$ K. The metal supplies 83% of the relaxation at $T_f$. The slope and effective stress-free temperature are

$$M_*\Delta\alpha=2.356\ \text{MPa/K},\qquad
T_*=999.2-0.577(26.23)=984.1\ \text{K}.$$

The two main stresses follow:

$$\sigma_R=-2.356(984.1-300)\approx-1612\ \text{MPa},$$
$$\sigma_{\rm peak}=0.742(2.356)(26.23)\approx46\ \text{MPa}.$$

Direct integration of the creep strains in both layers gives $-1618$ and 43 MPa. The peak differs by 6.2% relative to the formula. The formula neglects the curvature of $\ln k$ across the freezing range. Differentiating $\ln k$ twice gives $\theta^2\,d^2\ln k/dT^2=-2\theta/T_f+w(1-w)(\Delta Q/Q)^2$ at $T_f$, where $w$ is the metal's share of $k$, $\Delta Q$ the difference of the two activation energies and $Q$ their weighted mean. Here the two terms are about $-0.053$ and $+0.014$, so the first dominates. Doubling both activation energies narrows that range and reduces the difference to 2.3%, a trend the tests check.

The sequence of events can now be followed.

1. **A 2 µm scale cools.** It reaches $-1678$ MPa and stores 14.2 J/m². This is below the chosen $\Gamma=20$ J/m², so complete spalling is energetically excluded.
2. **It is reheated.** The compression disappears and the tension peaks at 43 MPa.
3. **It grows to 5 µm while hot.** Growth itself is not simulated. However, an added initial compression of 196 MPa in the 5 µm scale leaves the final cold stress at $-1618$ MPa, so hot growth stress of that size is forgotten.
4. **The thicker scale cools.** The threshold is $\sigma_s=1253$ MPa, so $T_s=984.1-1253/2.356\approx452$ K; the layer calculation gives 455 K. At 300 K the stored energy would be 33.3 J/m².

The thicker scale has slightly *lower* stress than the thinner one but more than twice its energy. The critical thickness, including the dependence of $M_*$ and $T_f$ on $h$, is 2.9 µm.

For tensile cracking, take a surface flaw of depth $a=2$ µm and oxide toughness $K=1$ MPa m$^{1/2}$. The edge-crack estimate is $\sigma_c=K/(1.12\sqrt{\pi a})=356$ MPa. It ignores the metal's different stiffness and the finite scale thickness, so it is a rough guide for the 5 µm scale. In the 2 µm scale such a flaw would already cross the whole thickness, and the formula does not apply.

The 5 µm reheating results below refer to scale that remains attached:

| Case | Peak tension, layer model (MPa) |
|---|---:|
| Same heating and cooling rate | 43 |
| Heating ten times faster | 102 |
| Creep rate cubic in stress | 74 |
| Stress-free when cold | 1415 |

The first three lie below the cracking estimate; the last is about four times above it. The cubic case, one chosen nonlinear law, still gives a cold stress of $-1596$ MPa, so the asymmetry does not depend on strictly linear creep.

## What to do about it

At fixed creep properties, the energy at the cold end is

$$W\simeq hM_*(\Delta\alpha)^2(T_*-T_c)^2 .$$

**Limit thickness and mismatch.** Energy is roughly linear in $h$ and quadratic in $\Delta\alpha$. To bring the 5 µm example from 33.3 to 20 J/m², $\Delta\alpha$ must fall by the factor $\sqrt{20/33.3}=0.775$, to about $4.6\times10^{-6}$ K$^{-1}$. Alternatively, $\Gamma$ must rise above 33.3 J/m².

**Avoid the last part of cooling.** If a component can idle above $T_s$, the energy threshold is not reached. In the example this means staying above about 455 K, with a margin for uncertain $\Gamma$ and thickness.

**Do not expect much from modestly slower cooling.** With $\theta$ held fixed, a tenfold slower ramp would lower $T_f$ by $\theta\ln10=60$ K and the cold stress by $2.356\times60.4=142$ MPa. Because $\theta$ shrinks as $T_f$ falls, the real gain is smaller: the layer model gives 128 MPa, or 8%, and the energy falls by about 15%. The 5 µm scale would still exceed its threshold.

**Place relaxation holds where creep is active.** A hold of duration $t$ helps appreciably only if $k(T)t$ is of order one or more. It must also come late enough in cooling: at $T_f$ and above, little stress has yet built up, and the cold stress builds up afterwards regardless. The best temperature is therefore a compromise below $T_f$; for a 10 h hold in the example it is near 900 K, where $k(T)t$ is about two. For the 5 µm scale, a 10 h hold lowers the cold stress by only 14 MPa at $T_f$, but by 183 MPa at 100 K below it. The second hold has a price: the next reheating starts with less compression, and its peak tension rises from 43 to about 125 MPa. In the example the relaxation time is 262 s at $T_f$ but $1.6\times10^9$ s, about 50 years, at 700 K.

**Check the starting state before heating.** A cold-applied coating, or a scale whose compression has been lost, need not have the protection described here. Slow heating helps little if its stress-free temperature is far below $T_f$.

The estimates need revision if the hot end is not well above $T_f$, because the memory term $s_h e^{u-u_h}$ then survives. They also change if the sheet bends or has strong temperature gradients. They fail if the metal yields. In the example the metal carries only $(h/H)|\sigma|\approx16$ MPa, but in a thin foil this stress can reach the yield stress $\sigma_y$ on cooling. The cold compression is then capped at $\sigma_yH/h$, so $D>0$, and reheating unloads the scale well below $T_*$ and pulls it into tension. With the same creep data, a 5 µm scale on a 50 µm foil ($H=25$ µm) and an illustrative $\sigma_y=100$ MPa ends cooling at $-500$ MPa and peaks near 480 MPa on reheating, above the cracking estimate. If $\Delta\alpha<0$, all thermal stresses in the linear model change sign: cooling produces the large tension, and through-thickness cracking becomes the first concern.

## Computed values

```
oxide Young modulus: 300 GPa
oxide Poisson ratio: 0.25 (dimensionless)
metal Young modulus: 150 GPa
metal Poisson ratio: 0.3 (dimensionless)
oxide expansion: 9 1e-6/K
metal expansion: 15 1e-6/K
half metal thickness: 500 um
cold temperature: 300 K
hot temperature: 1300 K
ramp rate: 0.1 K/s
viscosity reference temperature: 1000 K
oxide viscosity at reference: 1e+14 Pa s
metal viscosity at reference: 2e+11 Pa s
oxide activation energy: 400 kJ/mol
metal activation energy: 300 kJ/mol
interface fracture energy: 20 J/m^2
oxide toughness: 1 MPa m^0.5
surface flaw depth: 2 um
peak number: 0.7423 (dimensionless)
u at peak: 1.347 (dimensionless)
thin scale thickness: 2 um
thin joint modulus: 397 GPa
thin freeze temperature: 1017 K
thin theta: 25.45 K
thin cold stress, layers: -1678 MPa
thin cold stress, formula: -1674 MPa
thin reheat peak, layers: 42.84 MPa
thin reheat peak, formula: 45.01 MPa
thick scale thickness: 5 um
thick joint modulus: 392.7 GPa
thick freeze temperature: 999.2 K
thick theta: 26.23 K
thick cold stress, layers: -1618 MPa
thick cold stress, formula: -1612 MPa
thick reheat peak, layers: 43.02 MPa
thick reheat peak, formula: 45.87 MPa
thick relaxation time at 700.0 K: 1.586e+09 s
thick relaxation time at 999.2 K: 262.3 s
thick relaxation time at 1300.0 K: 0.01757 s
metal share of relaxation at freeze: 83.46 %
thick temperature of reheat peak: 1009 K
peak error, original activation: 6.2 %
peak error, doubled activation: 2.29 %
tenfold faster reheat peak, layers: 101.9 MPa
tenfold faster reheat peak, formula: 105.3 MPa
cold-stress-free heating peak, layers: 1415 MPa
cold-stress-free heating peak, formula: 1394 MPa
its stress after cooling: -1618 MPa
initial hot growth stress: -196.3 MPa
cold stress after growth stress: -1618 MPa
cubic creep cold stress: -1596 MPa
cubic creep reheat peak: 74.05 MPa
tensile cracking stress: 356.2 MPa
thin cold released energy: 14.18 J/m^2
thick cold released energy: 33.32 J/m^2
thick reheat peak energy: 0.02357 J/m^2
thick spall threshold stress: 1253 MPa
thick spall temperature: layers 454.7 K, formula 452.1 K
critical scale thickness: 2.902 um
```
